# Chain-of-spheres seminumerical exchange: derivation, cost and overlap fitting, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Atomic units are used. The basis has $N$ real Gaussian functions $\chi_\mu$ with positive definite overlap matrix $S$. The closed-shell density matrix $P$ is real and symmetric, with $\mathrm{Tr}\,PS=N_e$. With

$$(\mu\lambda|\nu\sigma)=\iint \frac{\chi_\mu(\mathbf r)\chi_\lambda(\mathbf r)\,\chi_\nu(\mathbf r')\chi_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',$$

the exchange matrix and energy are

$$K_{\mu\nu}=\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\nu\sigma),\qquad E_x=-\tfrac14\,P:K,$$

where $A:B=\sum_{\mu\nu}A_{\mu\nu}B_{\mu\nu}$; the Fock matrix contains $-\tfrac12K$. The grid has $M$ points $\mathbf r_g$ with weights $w_g\ge0$. A tilde marks a grid quantity. A bar marks the Löwdin form $\bar B=S^{-1/2}BS^{-1/2}$, $\|\bar B\|$ is its Frobenius norm, and $\mathrm{sym}\,B=\tfrac12(B+B^T)$.

## The scheme

The integral over $\mathbf r'$ is done first. Define the potential of a basis pair and the exchange function,

$$A_{\nu\sigma}(\mathbf r)=\int\frac{\chi_\nu(\mathbf r')\chi_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}d\mathbf r',\qquad g_\nu(\mathbf r)=\sum_{\lambda\sigma}\chi_\lambda(\mathbf r)P_{\lambda\sigma}A_{\nu\sigma}(\mathbf r),$$

so that $K_{\mu\nu}=\int\chi_\mu g_\nu\,d\mathbf r$ with no approximation.

For two s Gaussians with exponents $a,b$ the product is $S_{\nu\sigma}(p/\pi)^{3/2}e^{-p|\mathbf r'-\mathbf c|^2}$, with $p=a+b$ and $\mathbf c$ the exponent-weighted centre. Insert $1/s=(2/\sqrt\pi)\int_0^\infty e^{-t^2s^2}dt$. The Gaussian integral over $\mathbf r'$ gives $[p/(p+t^2)]^{3/2}e^{-pt^2R^2/(p+t^2)}$ with $R=|\mathbf r-\mathbf c|$. The substitution $u=t/\sqrt{p+t^2}$ has $du=p\,(p+t^2)^{-3/2}dt$ and maps the range to $[0,1]$:

$$A_{\nu\sigma}=S_{\nu\sigma}\,2\sqrt{p/\pi}\int_0^1e^{-pR^2u^2}du=S_{\nu\sigma}\frac{\mathrm{erf}(\sqrt p\,R)}{R}\le 2S_{\nu\sigma}\sqrt{p/\pi}.\tag{1}$$

The bound holds because the integrand is at most one. For the kernel $\mathrm{erf}(\omega s)/s$ the $t$ integral stops at $\omega$, the $u$ integral stops at $\omega/\sqrt{p+\omega^2}$, and $p$ in the error function is replaced by $\eta$ with $1/\eta=1/p+1/\omega^2$. Higher angular momenta follow by differentiating with respect to the centres. Since (1) is an entire function of $R^2$, the integrand $\chi_\mu g_\nu$ is smooth and decays as a Gaussian: the Coulomb singularity never meets the grid. At large $R$, however, $A\to S_{\nu\sigma}/R$, so distance from the grid point alone gives no useful screening.

The remaining integral is replaced by the quadrature sum, with $\sqrt{w_g}$ attached to each of the two functions of $\mathbf r$:

$$X_{\mu g}=\sqrt{w_g}\,\chi_\mu(\mathbf r_g),\quad F=PX,\quad G_{\nu g}=\sum_\sigma A_{\nu\sigma}(\mathbf r_g)F_{\sigma g},\quad \tilde K=XG^T.\tag{2}$$

Here $F_{\sigma g}=\sum_\lambda P_{\lambda\sigma}X_{\lambda g}$, which equals $(PX)_{\sigma g}$ because $P$ is symmetric, and $G_{\nu g}=\sqrt{w_g}\,g_\nu(\mathbf r_g)$. $\tilde K$ tends to $K$ along any sequence of rules that converges for smooth, Gaussian-decaying integrands.

Equation (2) corresponds to the approximate integrals $(\mu\lambda|\nu\sigma)^\sim=\sum_gX_{\mu g}X_{\lambda g}A_{\nu\sigma}(\mathbf r_g)$. They are symmetric under $\mu\leftrightarrow\lambda$ and under $\nu\leftrightarrow\sigma$, but the exchange of bra and ket is lost, so $\tilde K\ne\tilde K^T$ in general. Symmetrizing leaves the energy unchanged, because $P:B=0$ for antisymmetric $B$. It cannot raise the error norm: the symmetric and antisymmetric parts of a matrix are orthogonal in the Frobenius product, the Löwdin map preserves the split, and $K$ is symmetric, so

$$\|\overline{\tilde K-K}\|^2=\|\overline{\mathrm{sym}\,\tilde K-K}\|^2+\|\overline{\tilde K-\mathrm{sym}\,\tilde K}\|^2.\tag{3}$$

## Overlap fitting

Let $\tilde S=XX^T$ be the grid overlap. Split the exchange function into its analytic projection on the basis and a remainder,

$$g_\nu=\sum_\kappa\chi_\kappa\,C_{\kappa\nu}+r_\nu,\qquad C=S^{-1}K .$$

Multiplying by $\chi_\mu$ and integrating gives $K=SC+\langle\chi|r\rangle$, hence $\int\chi_\mu r_\nu\,d\mathbf r=0$. On the grid the same split reads $G^T=X^TC+\rho$ with $\rho_{g\nu}=\sqrt{w_g}\,r_\nu(\mathbf r_g)$. Multiplying by $X$ gives $\tilde K=\tilde SC+R$ with $R=X\rho$, and subtracting $K=SC$,

$$\tilde K-K=(\tilde S-S)S^{-1}K+R.\tag{4}$$

The first term is the error of integrating the in-span part of $g_\nu$, whose exact integral is known through $S$. The second is the grid value of integrals whose exact value is zero.

The grid can instead be used to determine expansion coefficients, leaving the integration analytic. Minimize $\sum_g[G_{\nu g}-\sum_\kappa c_{\kappa\nu}X_{\kappa g}]^2$, the weighted squared misfit of $g_\nu$. Setting the derivative with respect to $c_{\mu\nu}$ to zero gives $XX^Tc=XG^T$, so $c=\tilde S^{-1}\tilde K$ if $X$ has rank $N$. The exact integral of $\chi_\mu$ with the fitted function is $(Sc)_{\mu\nu}$:

$$K^{\rm fit}=Q\tilde K,\qquad Q=S\tilde S^{-1},\qquad Q\tilde S=S.\tag{5}$$

Inserting $\tilde K=\tilde SC+R$ gives $Q\tilde K=SC+QR$, that is

$$K^{\rm fit}-K=QR.\tag{6}$$

The in-span term is removed identically. In Löwdin form, $S^{-1/2}S\tilde S^{-1}RS^{-1/2}=(\bar{\tilde S})^{-1}\bar R$, since $(\bar{\tilde S})^{-1}=S^{1/2}\tilde S^{-1}S^{1/2}$. If the spectral norm $\varepsilon$ of $\bar{\tilde S}-1$ is below one, the eigenvalues of $\bar{\tilde S}$ lie in $[1-\varepsilon,1+\varepsilon]$, so

$$\|\bar R\|/(1+\varepsilon)\le\|\overline{K^{\rm fit}-K}\|\le\|\bar R\|/(1-\varepsilon).\tag{7}$$

The fitted error therefore has the size of the residual term. It is smaller than the plain error when the sum in (4) is larger than that. Let $a$ be the in-span term of (4) and $\theta$ the angle between $\bar a$ and $\bar R$ in the Frobenius product. Then $\|\bar a+\bar R\|^2-\|\bar R\|^2=\|\bar a\|\,(\|\bar a\|+2\cos\theta\,\|\bar R\|)$, so the plain error exceeds the residual term if and only if $\bar a\ne0$ and $\|\bar a\|>-2\cos\theta\,\|\bar R\|$. Partial cancellation can leave this condition intact; strong enough cancellation breaks it, and fitting then raises the error, up to the factors in (7).

Two invariances follow from (5). Scaling all weights by $s$ scales $\tilde K$ and $\tilde S$ by $s$ and leaves $K^{\rm fit}$ unchanged. A basis change $\chi\to T\chi$ sends $S\to TST^T$, $\tilde S\to T\tilde ST^T$, $Q\to TQT^{-1}$, $\tilde K\to T\tilde KT^T$, so $K^{\rm fit}\to TK^{\rm fit}T^T$, as for the exact matrix.

### Limit of a slowly varying kernel

For $\mathrm{erf}(\omega s)/s=\gamma\,(1-\omega^2s^2/3+\dots)$ with $\gamma=2\omega/\sqrt\pi$, the leading term gives $A=\gamma S$ and $g_\nu=\gamma\sum_\lambda\chi_\lambda(PS)_{\lambda\nu}$, which lies in the span. Then $K=\gamma SPS$, $\tilde K=\gamma\tilde SPS$ and

$$\tilde K-K\to\gamma(\tilde S-S)PS,\qquad K^{\rm fit}\to\gamma SPS=K .$$

At the next order $s^2=r^2-2\mathbf r\cdot\mathbf r'+r'^2$. The $r'^2$ term is constant in $\mathbf r$ and stays in the span, while $\mathbf r\chi_\lambda$ and $r^2\chi_\lambda$ in general do not. The fitted error is thus $O(\gamma\omega^2)$, of order $\omega^2$ relative to $K$, and the plain relative error tends to a constant. Fitting repairs the grid's miscount of the charge of each product $\chi_\mu\chi_\lambda$, which is the part of the error that multiplies a locally constant potential.

### Derivative of the grid energy

For a general matrix $D$ let $\tilde K[D]_{\mu\nu}=\sum D_{\lambda\sigma}(\mu\lambda|\nu\sigma)^\sim$, computed from (2) with $F=D^TX$. The fitted energy is

$$E^{\rm fit}=-\tfrac14\sum P_{\mu\nu}\,Q_{\mu\kappa}\,P_{\lambda\sigma}\,(\kappa\lambda|\nu\sigma)^\sim .$$

Varying the first $P$ gives $-\tfrac14\,\delta P:Q\tilde K[P]$. Varying the second leaves $\sum_\mu Q_{\mu\kappa}P_{\mu\nu}=(Q^TP)_{\kappa\nu}$ contracted with $(\kappa\lambda|\nu\sigma)^\sim=(\lambda\kappa|\sigma\nu)^\sim$, which is $\tilde K[Q^TP]_{\lambda\sigma}$. So

$$\delta E^{\rm fit}=-\tfrac14\,\delta P:\big(Q\tilde K[P]+\tilde K[Q^TP]\big).\tag{8}$$

With $Q=1$ both terms coincide, and for symmetric $\delta P$ the matrix $-\tfrac12\mathrm{sym}\,\tilde K$ is the derivative of the plain grid energy. With fitting they differ at first order in $Q-1$, so $-\tfrac12\mathrm{sym}(Q\tilde K)$ is in general not the derivative of $E^{\rm fit}$. For a constant kernel they agree, because $\tilde K[Q^TP]=\gamma\tilde SQ^TPS=\gamma SPS$ by the transpose of $Q\tilde S=S$. If the orbital Hessian is nonsingular, a self-consistent solution built on $\mathrm{sym}(Q\tilde K)$ is displaced from the stationary point of $E^{\rm fit}$ at first order in the mismatch, and its energy at second order. A nuclear gradient that assumes stationarity omits a first-order term. The form (8) reuses the same $A$ and needs a second $F$ and $G$.

## Screening and pseudocode

A term $X_{\mu g}X_{\lambda g}P_{\lambda\sigma}A_{\nu\sigma}(\mathbf r_g)$ matters if four links hold. The spheres on which $\chi_\mu$ and $\chi_\lambda$ exceed a threshold must contain $\mathbf r_g$, $P_{\lambda\sigma}$ must be significant (P-junction), and the spheres of $\chi_\sigma$ and $\chi_\nu$ must overlap (S-junction). For a compact batch $B$ of $n_B$ points and a bound $b_{\nu\sigma}\ge|A_{\nu\sigma}(\mathbf r)|$, such as (1), a pair is kept if

$$\max_{\mu,g\in B}|X_{\mu g}|\;\max_{g\in B}|F_{\sigma g}|\;b_{\nu\sigma}>\tau .$$

A dropped pair changes $\tilde K_{\mu\nu}$ by $\sum_{g\in B}X_{\mu g}A_{\nu\sigma}F_{\sigma g}$, at most $n_B\tau$ in magnitude. The error of an element is bounded by $n_B\tau$ times the number of dropped partners $\sigma$, summed over the batches that reach $\chi_\mu$, plus the terms lost by truncating $X$.

```
once per geometry:
  grid, batches B; S; pair list (nu,sigma) with bounds b
  St = sum over B of X[L,B] X[L,B]^T, with L as below; Cholesky factor of St
each Fock build, D = P (or P - P_previous):
  Kt = 0
  for each batch B:
    G    = 0
    L    = { mu : max_g |X[mu,g]| > tau }
    F    = D[:,L] X[L,B]
    keep = { (nu,sigma) : max|X| max_g|F[sigma,g]| b > tau }
    for (nu,sigma) in keep:
      A[g] = potential integral at r_g, g in B
      G[nu,g] += A[g] F[sigma,g]
    Kt[L,nu] += X[L,B] G[nu,B]^T
  K = S * solve(St, Kt);  K = (K + K^T)/2
```

Apart from pair screening, $\tilde K$ is linear in $D$, and $Q$ does not depend on $D$, so incremental builds are valid up to the screening errors, which add over the increments. Applying $Q$ to the finished $\tilde K$ equals replacing the left $X$ by $QX$, and it keeps the short batch lists of $X$, whereas $QX$ in general has more significant functions per point.

## Cost

Atom-centred grids have $M=mN$ at fixed accuracy. Without screening there are $MN(N+1)/2$ potential integrals, and $F$, $G$, $\tilde K$ each take $O(MN^2)$ operations, so the method is cubic, against about $N^4/8$ four-index integrals. The unscreened counts cross at $M\approx N^2/4$, or $N\approx4m$; this compares numbers of integrals, whose unit costs differ. A shell pair of angular momentum $l$ has $(2l+1)^2$ components per point, a quartet $(2l+1)^4$.

Gaussian overlap leaves $O(1)$ partners $\nu$ per $\sigma$, hence $O(N)$ pairs and $O(MN)=O(N^2)$ integrals. The list $L$ has $O(1)$ members per batch. The count becomes linear once the number of significant $\sigma$ per batch stops growing, and this is set by $P$. If $|P_{\lambda\sigma}|\lesssim e^{-x/\ell}$ at distance $x$, the range is of order $\ell\ln(1/\tau)$, a batch has $O([\ell\ln(1/\tau)]^{D})$ significant $\sigma$ in $D$ dimensions, and the count is $O(N)$ at fixed $\tau$. Lowering $\tau$ also lengthens the list of partners $\nu$ of each $\sigma$. If $P$ falls as $1/x$ the range is of order $1/\tau$, and smaller systems stay near quadratic. In the pseudocode the dense product for $F$ and the scan of the pair list cost $O(N)$ per batch, $O(N^2)$ in total, unless $P$ is stored sparse and the pair list is indexed by $\sigma$ so that only pairs with significant $F_{\sigma g}$ are visited; the dense solve with $\tilde S$ is $O(N^3)$ and involves no integrals and no factor $m$.

Both decay laws occur in a half-filled chain with alternating hoppings $t_1,t_2$ in an orthonormal basis. For $t_2=t_1$ the states with $|k|<\pi/2$ are filled and $P_{j,j+n}=2\int_{-\pi/2}^{\pi/2}e^{ikn}dk/2\pi=2\sin(\pi n/2)/(\pi n)$. For $x=t_2/t_1<1$ the Bloch Hamiltonian of the two-site cell has off-diagonal element $-t_1(1+xe^{ik})$, the lower band has amplitudes of equal modulus on both sites, and the off-diagonal element of $P(k)$ is the phase $[(1+xe^{ik})/(1+xe^{-ik})]^{1/2}$. As a function of $z=e^{ik}$ it is analytic for $x<|z|<1/x$, so its Fourier coefficients fall as $x^{n}$ over $n$ cells, up to a power of $n$.

Overlap fitting removes the in-span part of the grid error and leaves an error the size of the residual term, while the screened integral count becomes linear in system size at fixed threshold when the density matrix decays exponentially. What remains is to see where the scheme can fail and to test it numerically on a model chain and the gold dimer.
